Close-packing limit on the surface density of hard-disk ligands

**Result**

Equal hard disks of diameter d, with their centres in one plane, have a number density of at most

σ_max = 2/(√3 d²).

Hexagonal close packing reaches this value. For d = 0.4 nm it is 7.2 nm⁻², or 7.2 × 10¹⁴ cm⁻².

In atomic layer deposition the disks stand for ligands left on the surface by a precursor. The bound uses two assumptions about them: their centres lie in one plane, and no two centres are closer than d. It doesn't matter whether the layer is ordered, how it was formed, or what the ligands are bound to. It is therefore an upper limit on coverage, not a prediction of the coverage that a given pulse reaches.

The density is taken first in a periodic layer: N centres in a cell of area A, repeated by the translations of the cell, with σ = N/A. The distance rule also applies between a disk and its own copies, so the shortest translation is at least d. Finite patches and unbounded surfaces without periodicity follow from this case.

**The hexagonal layer reaches the value**

Take the lattice vectors

a₁ = (d, 0), a₂ = (d/2, √3 d/2).

The squared distance between two centres that differ by m a₁ + n a₂ is

d²[(m + n/2)² + 3n²/4] = d²(m² + mn + n²).

The left side is positive unless m = n = 0, and m² + mn + n² is an integer, so it is at least 1. No two centres are closer than d, and the packing is allowed. Its cell contains one disk and has the area

A = d · (√3 d/2) = (√3/2) d²,

which gives σ = 1/A = 2/(√3 d²).

Each disk has area πd²/4, so the covered fraction is

σ_max · πd²/4 = π/(2√3) ≈ 0.907.

Allowing one disk for every πd²/4 of surface would give the density 4/(πd²), which is larger than σ_max by the factor 1/0.907 ≈ 1.10. The gaps between round disks account for this 10 %. A square lattice of spacing d has one disk per area d² and reaches 1/d², which is √3/2 ≈ 0.87 of the cap.

It remains to show that no arrangement is denser.

**Reduction to saturated layers**

Call a layer saturated if no further disk fits, that is, if every point of the plane has a centre at a distance less than d. This is a geometric property; it says nothing about chemical reactivity.

If a periodic layer is not saturated, some point q is at least d from every centre. Put a disk at q and at all its periodic copies. The copies are separated by cell translations, which are at least d long, so the new layer is allowed. Its density is higher. The process must end, because N disjoint disks cover the area Nπd²/4 ≤ A, so N cannot exceed 4A/(πd²). Every periodic layer can thus be turned into a saturated one without lowering its density, and a bound for saturated layers holds for all.

**Triangles with empty circumcircles**

The plane is now divided into triangles whose corners are the centres, such that no centre lies inside the circumcircle of any triangle. This is the Delaunay triangulation. Its existence can be seen by lifting each centre p = (x, y) to the height z = x² + y² and taking the lower convex hull of the lifted points.

A plane that supports this hull from below has the form z = 2c·r + k, where r is the position in the surface and c and k are constants. A lifted centre lies on or above it:

|p|² − 2c·p − k ≥ 0.

Adding and subtracting |c|² turns this into

|p − c|² ≥ R², with R² = k + |c|².

Centres whose lifted points touch the plane lie on the circle of radius R about c, and all others lie outside it. In a saturated layer R < d: otherwise c would be at least d from every centre and could take another disk.

Above any location in the surface, the hull is spanned by such touching points. They lie within 2d of the location, so only a finite number of centres matters there. The hull is therefore made of flat faces, and their projections are polygons that tile the plane edge to edge. Every centre is a corner of the tiling, because the plane tangent to the paraboloid at a lifted centre touches no other lifted point.

A shift by a cell translation t changes the heights by 2t·r + |t|², which is linear in r. Linear terms tilt the hull but do not change its division into faces, so the tiling has the period of the layer. Polygons with more than three corners are cut by diagonals, in the same way in every copy. The resulting triangles keep the circumcircle of their polygon.

**Counting the triangles**

Let T be the number of triangles per cell. The angles that meet at one centre add up to 2π, and there are N centres per cell. The angles of one triangle add up to π. Counting all angles in a cell both ways gives

2πN = πT, so T = 2N.

**The smallest possible triangle**

Let a triangle have sides a, b, c, opposite angles α, β, γ and circumradius R. From here on c is a side length. The law of sines gives a = 2R sin α. With a ≥ d and R < d,

sin α = a/(2R) > 1/2,

so α > 30°. The same holds for β and γ. Let γ be the largest angle. Since the other two exceed 30° each,

γ < 180° − 60° = 120°.

The largest of three angles that sum to 180° is also at least 60°. Between 60° and 120° the sine is at least √3/2, so

area = ½ ab sin γ ≥ ½ · d · d · √3/2 = (√3/4) d².

The 2N triangles fill the cell, hence

A ≥ 2N · (√3/4) d² = N (√3/2) d²,

and division gives N/A ≤ 2/(√3 d²). This proves the cap for periodic layers.

The argument also identifies the densest periodic layer. A layer at the cap must be saturated, since otherwise a disk could be added and the cap exceeded. Every triangle must then have the minimum area, which requires a = b = d and sin γ = √3/2. As γ = 120° is excluded, γ = 60° and the triangle is equilateral with side d. Six such triangles meet at each centre, and this fixes the hexagonal lattice up to rotation and translation.

Saturation is essential to the area bound. A triangle with two sides d enclosing 150° has the area ½d² sin 150° = d²/4, below (√3/4)d². For d = 0.4 nm these areas are 0.0400 nm² and 0.0693 nm². The flat triangle has a circumradius of 0.773 nm, however, nearly twice d. If its circumcircle is empty, another disk fits at the centre. Small triangles can occur in a loose layer, but they come with holes.

**A lower limit for saturated layers**

The same triangles show how sparse a layer can be when no further disk fits. Insert a = 2R sin α and b = 2R sin β into the area:

area = ½ ab sin γ = 2R² sin α sin β sin γ.

The geometric mean of the three sines is at most their arithmetic mean. The sine is concave between 0 and 180°, so that arithmetic mean is at most the sine of the mean angle, sin 60° = √3/2. Therefore

sin α sin β sin γ ≤ (√3/2)³ = 3√3/8,

area ≤ (3√3/4) R² < (3√3/4) d².

Summing over 2N triangles gives A < N (3√3/2) d², or

σ > 2/(3√3 d²) = σ_max/3.

This limit can be approached: a hexagonal lattice with a spacing just below √3 d has circumradii just below d and a density just above σ_max/3. That its holes are indeed closed follows from the saturation criterion given further below.

By the same criterion, hexagonal lattices with any spacing from d up to, but not including, √3 d are saturated, and their densities run continuously from σ_max down towards σ_max/3. For d = 0.4 nm, a sterically saturated layer can thus have any density between about 2.4 and 7.2 nm⁻². Observing that uptake has stopped does not show that the ligands are close-packed. The lower limit assumes that single ligands can bind anywhere on the surface. With a restricted set of sites, or with a precursor that needs more room than the ligand it leaves behind, uptake can stop at a lower density.

**Finite patches and edges**

Suppose N centres lie in a rectangle with sides L₁ and L₂. Repeat the rectangle with periods L₁ + d and L₂ + d. Centres in different copies then differ by at least d along one of the two axes, so the repeated layer is allowed. Its cell has the area (L₁ + d)(L₂ + d), and the periodic bound gives

N ≤ σ_max (L₁ + d)(L₂ + d).

For a square of side L, division by L² gives

N/L² ≤ σ_max (1 + d/L)² = σ_max (1 + 2d/L + d²/L²).

The correction vanishes as L grows, so the cap also holds for the large-area density of a layer with no periodicity.

On small patches the correction matters. Four centres at the corners of a square of side d = 0.4 nm give 4/(0.16 nm²) = 25 nm⁻² if divided by the area of that square. This exceeds σ_max, but the count of 4 respects the edge bound of 4.62. The disks extend beyond the patch that was used to count them.

If whole disks, and not just their centres, must lie within a rectangle with sides W₁ and W₂, the centres are confined to sides W₁ − d and W₂ − d. The bound becomes N ≤ σ_max W₁W₂, with no edge term. An implementation should therefore state which area it divides by.

**Numbers for d = 0.4 nm**

The diameter is a chosen round value and is not assigned to a particular ligand. With d² = 0.16 nm²,

σ_max = 2/(1.732 × 0.16 nm²) = 7.217 nm⁻².

The area per ligand is the inverse, 0.1386 nm², twice the minimum triangle area of 0.0693 nm², as T = 2N requires. The square lattice gives 1/(0.16 nm²) = 6.25 nm⁻².

The result is sensitive to the diameter. Differentiating ln σ_max = constant − 2 ln d gives

δσ_max/σ_max ≈ −2 δd/d

for small changes. A change of 0.05 nm is 12.5 % of d, so the linear estimate is 25 % either way. The full formula gives 9.43 nm⁻² at 0.35 nm, which is 31 % higher, and 5.70 nm⁻² at 0.45 nm, which is 21 % lower. If d is uncertain by 1 % or more, σ_max is uncertain by about 2 % or more, and two digits of it are enough.

A direct count of hexagonal lattice points in a square window of side 100 nm gives 72250 centres, or 7.225 nm⁻². This is slightly above the cap, by 0.1 %, and the reason is the edge. The rows are √3 d/2 = 0.3464 nm apart, so the window height equals 288.7 row spacings. With the lattice position used, 289 rows fall inside, each with 250 centres, and 289 × 250 = 72250. Rounding 288.7 up to 289 produces the excess. The count stays below the edge bound of 72747.

**Disordered layers**

Four layers were generated in a periodic square cell of side 8 nm. Disks were first placed by 30000 random trials, each rejected if it came closer than d to an earlier disk. Accepted disks did not move. This placed 260 to 266 disks but left some holes. Further disks were then put at the centre of the widest empty circumcircle until all circumradii were below d.

That stopping rule does guarantee saturation. Let a point x lie in a triangle with corners pᵢ and circumcentre u, and write x = Σ λᵢpᵢ with weights λᵢ ≥ 0 that add up to 1. Since |pᵢ − u| = R,

|x − pᵢ|² = |x − u|² + R² − 2(x − u)·(pᵢ − u).

Multiply by λᵢ and sum. Because Σ λᵢ(pᵢ − u) = x − u,

Σ λᵢ|x − pᵢ|² = R² − |x − u|² ≤ R².

A weighted mean of the squared distances is at most R², so at least one corner is within R of x. If every R is below d, no point can take another disk. Together with the earlier result, a layer is saturated if and only if all its Delaunay circumradii are below d.

The finished layers hold 275 to 281 disks. Their mean density is 4.34 nm⁻², or 0.60 of the cap, inside the range from one third to one derived above. This corresponds to a covered fraction of 4.34 nm⁻² × πd²/4 = 0.545, close to the known jamming limit of random sequential adsorption of disks, about 0.547, or 0.603 of the cap. The value is characteristic of random, irreversible placement; other ways of building a saturated layer give other densities. It shows that a layer can be full in the steric sense and still have 40 % fewer ligands than the cap.

The triangles of these layers were tested against the steps of the proof. Their number was 2N in each layer. The angles ranged from 30.5° to 112.2°, within the limits of 30° and 120°. The smallest area was 0.0707 nm², about 2 % above the minimum. The mean area is far larger: 64 nm² divided by twice the mean disk number of 277.75 gives 0.115 nm². The smallest triangle is nearly close-packed: an area so near the minimum needs two sides near d and a largest angle near 60° or near 120°, and no angle above 112.2° occurs. The layer as a whole is much more open.

A separate scan over triangles with sides from d to 2d and circumradii below d found a smallest area of 0.0693 nm², in agreement with the bound.

**Layers that can rearrange**

Disks that may move can do better than disks fixed where they land. This was examined in a periodic cell of 2.000 nm × 2.078 nm, for which the cap allows 30 disks. Disks started at random positions and were moved so as to lower the energy

E = Σ (1 − r/d)², summed over pairs with distance r < d.

E is dimensionless and vanishes when no disks overlap. With 24 disks, at 24/30 = 0.80 of the cap, the lowest of 25 trials reached E = 0. This is well above the 0.60 of the fixed layers, which were generated in the larger 8 nm cell. The number 24 is a density shown to be reachable, not the most that mobile disks can reach. With 31 disks the lowest of 25 trials ended at E = 0.19. The trials need not have found the lowest possible energy for 31 disks, but the proof shows that it cannot be zero.

The model has no binding sites and no barriers to motion. Whether real ligands rearrange in the time of a pulse is a question of kinetics that the packing bound does not answer.

**Use with binding sites and precursors**

If each adsorbed metal centre keeps n ligands, and all of them lie in the layer, the metal density σ_M satisfies nσ_M ≤ σ_max, so

σ_M ≤ σ_max/n.

For n = 2 and d = 0.4 nm this is 3.6 nm⁻². Ligands that have left the surface don't count. The bound need not be reachable, since the ligands of one metal centre are tied together.

If each ligand occupies one of s sites per area, then σ ≤ s holds as well. The smaller of s and σ_max is a valid bound, but the true maximum can be much lower. Consider a square lattice of sites with spacing b, where d/√2 ≤ b < d. Nearest-neighbour sites cannot both be occupied. Divide the sites into neighbouring pairs: each pair holds at most one ligand, so at most half the sites are filled. A checkerboard achieves this, because its shortest distance √2 b is at least d. The maximum density is then

σ = 1/(2b²).

For b just below 0.4 nm this is about 3.1 nm⁻², although s is about 6.3 nm⁻² and σ_max is 7.2 nm⁻². At b = d the neighbours become compatible and the full 6.25 nm⁻² is allowed. A small mismatch between ligand and site spacing can thus halve the maximum coverage in this rigid model.

**Where the bound changes**

For disks of different sizes, two touching disks have centres separated by the mean of their diameters, which is at least the smallest diameter d_min. The bound holds with d replaced by d_min, though it may then be far from the best possible.

For ligands at different heights, hard spheres are a better model than disks. Two spheres of diameter d whose centres differ in height by at most h < d have a lateral distance of at least √(d² − h²). The proof uses lateral distances alone, so

σ ≤ 2/[√3 (d² − h²)].

With h = d/2 this is 4/3 of the flat-layer cap, or 9.6 nm⁻² for d = 0.4 nm. It is again an upper limit and need not be reached. It is useful only for moderate h, since it diverges as h approaches d while the true maximum stays finite. Dividing the range of heights into two halves and applying the bound to each gives σ ≤ 4/[√3 (d² − h²/4)], which is the tighter limit for h > 2d/√7 ≈ 0.76 d. A measured density that exceeds 2/(√3 d²) by more than the measurement error therefore points to a diameter chosen too large, to ligands that do not lie in one plane, to a shape that a disk describes badly, to a true surface area larger than the one used in the division, or to a counting area so small that the edge correction matters.

In a simulation that forbids distances below d, the bound serves as a check. If a flat periodic layer has N/A above σ_max, at least one pair of centres must be closer than d, where a disk and its own periodic copy also count as a pair. The starting positions, the distance test or the treatment of periodic copies may then be at fault. Many of the values quoted here can be compared with the numerical output that follows.

Values computed for the example and the checks

```
disk diameter d: 0.40 nm
cap sigma_max: 7.217 nm^-2
cap sigma_max, converted: 7.217e+14 cm^-2
area per ligand at the cap: 0.1386 nm^2
covered fraction, formula: 0.9069
covered fraction, measured on grid: 0.9069
square-lattice density 1/d^2: 6.250 nm^-2
cap for d = 0.35 nm: 9.426 nm^-2
cap for d = 0.45 nm: 5.702 nm^-2
side of counting window: 100 nm
hexagonal centres counted in window: 72250
hexagonal density from count: 7.225 nm^-2
square density from count: 6.250 nm^-2
edge bound on centres in window: 72747.3
triangle area bound sqrt(3)d^2/4: 0.06928 nm^2
smallest triangle area in side scan: 0.06928 nm^2
flat 150-degree triangle, area: 0.04000 nm^2
flat 150-degree triangle, circumradius: 0.7727 nm
side of periodic cell for random layers: 8.0 nm
number of random layers: 4
disks per random layer, saturated: 281 275 278 277
of these placed by random trials: 264 261 266 260
mean density of random layers: 4.340 nm^-2
ratio of that density to the cap: 0.601
smallest triangle area, random layers: 0.07069 nm^2
largest circumradius, random layers: 0.4000 nm
smallest angle, random layers: 30.48 degrees
largest angle, random layers: 112.16 degrees
soft-disk cell: 2.000 nm x 2.078 nm
disks allowed by cap in that cell: 30.000
soft-disk energy = sum over pairs of (1 - r/d)^2 for r < d
lowest energy, 24 disks, 25 starts: 0.0e+00 (no unit)
lowest energy, 31 disks, 25 starts: 0.1931 (no unit)
four corners of a d x d patch: 25.00 nm^-2
edge bound on centres in d x d patch: 4.619
```
